\section*{Why Heating a Crystal Increases Ion Dechannelling}

\section{Two effects of the same vibration}

Let an ion of energy $E$ travel almost parallel to atomic strings, and let $u$ be the rms thermal displacement of an atom along one Cartesian axis. Heating increases $u$, with two consequences. For a beam entering parallel to the strings, an equilibrium estimate of the close-encounter yield relative to a random beam, with transverse energy conserved, is
\begin{equation}
\chi\simeq s+s^2,\qquad s=\frac{2\pi u^2}{A_0},
\label{chi}
\end{equation}
where $A_0$ is the transverse area per string. The area $2\pi u^2$ is the close-collision area. Ions that start outside it can be lost later. Electrons contribute to this loss. In the model below, with the loss energy held fixed, the part that depends on temperature arises because the displaced atoms make the string force fluctuate. From this cause the transverse energy grows per unit depth at the rate
\begin{equation}
G=\frac{d}{4E}\left[\left\langle|\nabla U_s|^2\right\rangle-|\nabla U|^2\right],
\label{G}
\end{equation}
where $d$ is the atom spacing on a string, $U_s$ the potential of a static string, $U=\langle U_s\rangle$ its thermal average, and $\langle\cdot\rangle$ an average over displacements. The enlarged area therefore raises the yield even if transverse energy is conserved, but the loss with depth needs a source of transverse heating: electrons, or the vibrations through (\ref{G}).

Heat does not enlarge the nuclei. If $P(\mathbf r)$ is the density of nuclear positions across a string, then $\int P\,d^2r=1$ at every temperature, so a spatially uniform flux meets nuclei equally often in a hot and a cold crystal. Temperature matters for these encounters because channelled ions are excluded from the neighbourhood of the string, and vibration carries nuclei out of that excluded region.

\section{The Gaussian amplitude}

Treat the atoms as harmonic and their displacements as isotropic and independent from atom to atom. A mode of frequency $\omega$ has mean occupation $\bar n=1/(e^{\hbar\omega/kT}-1)$. Its thermal state is a mixture of coherent states $|\alpha\rangle$ with weight $e^{-|\alpha|^2/\bar n}/(\pi\bar n)$: integration over the phase of $\alpha$ removes off-diagonal elements, and the diagonal ones, with $t=|\alpha|^2$, are
\begin{equation}
\int_0^\infty\frac{e^{-t/\bar n}}{\bar n}\,\frac{e^{-t}t^n}{n!}\,dt
=\frac{\bar n^{\,n}}{(1+\bar n)^{n+1}},
\end{equation}
which are the Boltzmann weights. Each coherent state has a Gaussian position density of variance $\hbar/2M\omega$, for atomic mass $M$, centred at $\sqrt{2\hbar/M\omega}\,\mathrm{Re}\,\alpha$. The centres are Gaussian too, with variance $(2\hbar/M\omega)(\bar n/2)$. Adding the variances gives a Gaussian of variance $(\hbar/M\omega)(\tfrac12+\bar n)$. A sum over independent modes remains Gaussian.

With the Debye spectrum $3\omega^2/\omega_D^3$ and $\hbar\omega_D=k\Theta$, the average over modes is
\begin{align}
u^2&=\frac{3\hbar}{M\omega_D^3}\int_0^{\omega_D}\omega\left(\frac12+\bar n\right)d\omega\nonumber\\
&=\frac{3\hbar^2}{Mk\Theta}\left[\frac14+\left(\frac{T}{\Theta}\right)^2\int_0^{\Theta/T}\frac{x\,dx}{e^x-1}\right],
\end{align}
where $x=\hbar\omega/kT$. At $T=0$ the term $1/4$ survives, so zero-point motion alone gives a finite $G$. At high temperature $x/(e^x-1)\simeq1-x/2+x^2/12$, and the bracket becomes $T/\Theta+\Theta/(36T)$: the amplitude squared is then nearly proportional to $T$.

\section{What the close-collision area determines}

The nuclear density across a string is $P=e^{-r^2/2u^2}/(2\pi u^2)$. For small angles $\psi$ to the string, the mean potential conserves the transverse energy
\begin{equation}
E_\perp=E\psi^2+U(\mathbf r).
\end{equation}
An ion can reach only places with $U<E_\perp$, an area $A(E_\perp)$ per string. Assume statistical equilibrium, meaning that all transverse states of the same $E_\perp$ are equally likely. The number of directions at a point is proportional to
\begin{equation}
\int\delta(E_\perp-U-E\psi^2)\,d^2\psi=\frac{\pi}{E},
\end{equation}
independent of position, so the flux is uniform over the accessible area. The encounter probability relative to a random beam is
\begin{equation}
\nu(E_\perp)=\frac{A_0}{A(E_\perp)}\int_{U<E_\perp}P\,d^2r .
\end{equation}

An ion entering parallel to the strings has $E_\perp=U(\mathbf r_{\rm in})$. Label each point by $y$, the fraction of the cell where $U$ is higher. An ion entering at label $x$ can reach labels $y>x$, a fraction $1-x$ of the cell. Near a string, where $U$ is circular and falls outward, $y=\pi r^2/A_0$, and $P\,d^2r=e^{-y/s}dy/s\equiv p(y)\,dy$. Averaging over uniform entry and exchanging the order of integration,
\begin{align}
\chi&=\int_0^1\frac{dx}{1-x}\int_x^1p(y)\,dy
=\int_0^1p(y)\,dy\int_0^y\frac{dx}{1-x}\nonumber\\
&=\int_0^1p(y)\left[-\ln(1-y)\right]dy .
\end{align}
For $s\ll1$ the Gaussian is negligible near $y=1$. Then $-\ln(1-y)=y+y^2/2+\dots$, with $\langle y\rangle=s$ and $\langle y^2\rangle=2s^2$, gives (\ref{chi}). In this estimate the strength of the potential has dropped out. The formula omits the first stretch of crystal, before equilibrium is reached, any angular spread of the beam, and the transverse heating derived in the next section, which is strong near the strings and acts from the start. Actual yields can therefore be a few times larger and do depend on the potential. Equation (\ref{chi}) isolates one reason why the yield rises with $u^2$; it predicts neither the measured yield nor the exact factor by which heating raises it.

\section{Why channelled ions gain transverse energy}

The string potential is the atomic potential $V$ integrated along the string and divided by $d$. An ion of momentum $p$ and speed $v$ therefore receives the transverse impulse $-(1/v)\nabla\int V\,dz=-(d/v)\nabla U_s$ from one atom. Dividing by $p$ and using $pv=2E$, the deflection by an atom displaced by $\boldsymbol\delta$ is
\begin{equation}
\boldsymbol\theta=-\frac{d}{2E}\nabla U_s(\mathbf r-\boldsymbol\delta)
=\bar{\boldsymbol\theta}+\boldsymbol\eta,\qquad\langle\boldsymbol\eta\rangle=0.
\end{equation}
The change in $E\psi^2$ is $2E\boldsymbol\psi\cdot\boldsymbol\theta+E\theta^2$, with average
\begin{equation}
2E\boldsymbol\psi\cdot\bar{\boldsymbol\theta}+E\bar\theta^2+E\langle\eta^2\rangle .
\end{equation}
The first two terms are the motion past a string of identical mean atoms, which conserves $E_\perp$ apart from small effects of discreteness. The last is a systematic gain. Divided by $d$, it is $G=(E/d)\langle\eta^2\rangle$, which is (\ref{G}). Independent strings add their contributions.

For sufficiently small displacements, $\partial_iU_s(\mathbf r-\boldsymbol\delta)\simeq\partial_iU_s-\sum_j\delta_j\partial_i\partial_jU_s$. Since $\langle\delta_j\delta_k\rangle=u^2\delta_{jk}$,
\begin{equation}
G\simeq\frac{d\,u^2}{4E}\sum_{ij}(\partial_i\partial_jU_s)^2 .
\label{small}
\end{equation}
In this limit the heating rate is proportional to $u^2$ and needs no nucleus at the ion's position, only a force that varies across the displacement.

\section{From heating rate to dechannelling depth}

Let electrons add a uniform, temperature-independent rate $g_e$ through isotropic small deflections. The fluctuating energy change per atom is $2E\boldsymbol\psi\cdot\boldsymbol\eta$. Averaging over directions of $\boldsymbol\psi$ gives its mean square, $2E^2\psi^2\langle\eta^2\rangle$. Per unit depth this is $2(E_\perp-U)G$, because $E\psi^2=E_\perp-U$. Half of it is the local diffusion coefficient. With electrons included, the equilibrium average $D$ obeys
\begin{equation}
F\equiv AD=\int_{U<E_\perp}(E_\perp-U)(G+g_e)\,d^2r .
\end{equation}
Its derivative is $F'=\int_{U<E_\perp}(G+g_e)\,d^2r$, since the integrand vanishes at the moving boundary. This is $A$ times the mean drift, so the drift is $F'/A$.

Let $L(E_\perp)$ be the mean depth at which an ion first reaches a loss energy $E_c$. After a short depth $\Delta z$, $L(E_\perp)=\Delta z+\langle L(E_\perp+\Delta E_\perp)\rangle$. Expanding to second order for small energy steps,
\begin{equation}
\frac{F'}{A}L'+\frac{F}{A}L''=-1
\quad\Longrightarrow\quad (FL')'=-A .
\end{equation}
Integrate from the bottom of the potential, where $F=0$. The integral of $A$ is $W=\int_{U<E_\perp}(E_\perp-U)\,d^2r$, so $L'=-W/F$. With $L(E_c)=0$,
\begin{equation}
L(E_0)=\int_{E_0}^{E_c}\frac{dE_\perp}{\bar G+g_e},\qquad
\bar G=\frac{1}{W}\int_{U<E_\perp}(E_\perp-U)\,G\,d^2r .
\label{L}
\end{equation}
If electrons dominate, $L\to(E_c-E_0)/g_e$, and temperature has no effect as long as $E_c$ is held fixed. If loss is instead defined by a given encounter probability $\nu$, then $E_c$ falls on heating and $L$ shortens even in this limit. If atomic vibrations dominate, the depth varies inversely with the scale of $\bar G$.

\section{A model crystal at 300 K and 600 K}

Take a 1 MeV ion and a square array of strings of side 2 \AA, so $A_0=4$ \AA$^2$, with $d=4$ \AA, atomic mass 60 u and $\Theta=300$ K. Each static string potential is a sum of Gaussians $V_ie^{-r^2/2s_i^2}$, with heights 600 and 200 eV and widths 0.15 and 0.40 \AA. The electronic rate is $5\times10^{-4}$ eV/\AA. These are chosen parameters, not those of a named material.

On heating, $u$ rises from 0.091 to 0.128 \AA, and $u^2$ by a factor 1.96. The close-collision area grows from 0.0522 to 0.1023 \AA$^2$. At 300 K, $s=0.0522/4=0.01305$ and $\chi=0.01305+0.00017=0.0132$. At 600 K, $\chi=0.02558+0.00065=0.0262$. Direct sorting of the cell by potential agrees with both values to within the tested 1\%. This checks the equilibrium average, not whether a real beam reaches it.

Now follow ions starting at $E_\perp=80$ eV and call them lost at 150 eV, the same definition at both temperatures. At the starting energy their encounter probability relative to a random beam is $1.35\times10^{-8}$ at 300 K and $7.8\times10^{-5}$ at 600 K. It rises steeply but remains small. The heating rate $\bar G$ at that energy rises from $1.63\times10^{-3}$ to $4.01\times10^{-3}$ eV/\AA. At 300 K the total rates at the start and loss energies are 0.00213 and 0.00601 eV/\AA. Held constant over the 70 eV interval, they would give depths of 3.3 and 1.2 $\mu$m; the integral (\ref{L}) gives 2.09 $\mu$m. At 600 K it gives 0.91 $\mu$m. The ratio of depths is 2.3; without electrons it is $2.50/0.98\simeq2.6$.

Both ratios exceed that of $u^2$, so (\ref{small}) is not accurate here. At $r=0.6$ \AA\ it predicts $4.8\times10^{-3}$ eV/\AA\ at 300 K, whereas (\ref{G}) gives $1.08\times10^{-2}$; at 600 K the values are $9.5\times10^{-3}$ and $4.17\times10^{-2}$. The narrow core explains why the expansion fails. Its squared force contains $e^{-r^2/s_1^2}$, a Gaussian of variance $s_1^2/2=0.01125$ \AA$^2$. Thermal averaging adds $u^2$ to that variance. At 300 K the exponent thus changes from $-0.36/0.0225=-16$ to $-0.36/0.0391=-9.2$, which is no small correction. Atoms displaced towards the ion deliver disproportionately strong kicks, even when a nuclear hit is very unlikely.

Heating also changes the mean potential, but exchanging the ingredients separates the two effects. Hot fluctuations in the cold mean potential give $L=0.84$ $\mu$m; cold fluctuations in the hot mean potential give 2.24 $\mu$m, slightly more than the original 2.09 $\mu$m. At fixed loss energy the shortening therefore comes from the fluctuations. A loss energy tied to the encounter probability adds a second cause. For $\nu(E_c)=0.1$, $E_c$ falls from 403 to 275 eV and $L$ from 3.7 to 1.4 $\mu$m; hot fluctuations alone give 1.6 $\mu$m, the hot potential and threshold alone 3.5 $\mu$m, so fluctuations still dominate. For $\nu(E_c)=10^{-3}$, $E_c$ falls from 201 to 112 eV and the two causes are comparable, reducing 2.7 $\mu$m to 1.1 and 1.3 $\mu$m separately.

An atom-by-atom calculation without electrons shows the role of disorder. Over 0.8 $\mu$m the rms change of $E_\perp$ is 0.02 eV in a rigid crystal and about 220 eV at 300 K. The latter rests on 100 ions and is dominated by a few with very large gains. Repeated batches of 100 ions give values from about 130 to 500 eV, so only its order of magnitude is meaningful; the median change is about 30 eV. No ions were removed at 150 eV in this comparison, so the second figure includes growth beyond the loss energy.

With electrons and the loss limit restored, the diffusion equation predicts lost fractions of 0.80 and 0.94 at 3 $\mu$m for 300 and 600 K. The atom-by-atom results are $0.777\pm0.017$ and $0.915\pm0.011$ when transverse directions are redrawn every 20 atoms to impose equilibrium. Without redrawing they are $0.800\pm0.023$ and $0.920\pm0.016$, so redrawing makes no visible difference at this precision. Both sets start with positions and directions already in equilibrium, so the comparison tests whether equilibrium persists, not how fast it is reached. The uncertainties are one standard error. At smaller depths the diffusion equation loses ions slightly too fast: at 0.5 $\mu$m it gives 0.27 and 0.55, against $0.244\pm0.012$ and $0.516\pm0.010$ atom by atom without redrawing, and the mean depth capped at 3 $\mu$m is about 5\% longer atom by atom. Ions cross the loss energy in finite jumps, overshooting it by 4 to 7 eV on average, which the diffusion limit neglects.

The finite potential cores omit rare large-angle scattering by point-like nuclei, a loss channel not quantified here. The encounter probability at 150 eV rises from $7\times10^{-5}$ to $6\times10^{-3}$ on heating, so this omission deserves more caution in the hot crystal. Correlated displacements, anharmonic motion and energy jumps comparable with $E_c-E_0$ also lie outside the derivation of (\ref{L}).

\section*{Computed values}
\begin{verbatim}
ion energy: 1000000 eV
atom spacing on string: 4.0 A; array side: 2.0 A
Gaussian heights: 600, 200 eV
Gaussian widths: 0.15, 0.40 A
atomic mass: 60 u; Debye temp: 300 K
electronic heating rate: 5.0e-04 eV/A
start and loss energies: 80, 150 eV
angles at U=0: 0.512, 0.702 deg
[300 K] u: 0.0911 A; u^2: 0.00831 A^2
  close-collision area 2 pi u^2: 0.0522 A^2
  yield, sorted grid: 0.01323
  yield, s + s^2: 0.01322
  hit prob. / random at start energy: 1.35e-08
  hit prob. / random at loss energy: 7.12e-05
  G at r = 0.6 A: 1.080e-02 eV/A
  small-u law at 0.6 A: 4.847e-03 eV/A
  Gbar at start: 1.632e-03 eV/A
  Gbar at loss: 5.505e-03 eV/A
  mean passage depth: 2.09 um
  same, no electrons: 2.50 um
[600 K] u: 0.1276 A; u^2: 0.01628 A^2
  close-collision area 2 pi u^2: 0.1023 A^2
  yield, sorted grid: 0.02627
  yield, s + s^2: 0.02623
  hit prob. / random at start energy: 7.78e-05
  hit prob. / random at loss energy: 5.99e-03
  G at r = 0.6 A: 4.171e-02 eV/A
  small-u law at 0.6 A: 9.500e-03 eV/A
  Gbar at start: 4.013e-03 eV/A
  Gbar at loss: 1.325e-02 eV/A
  mean passage depth: 0.91 um
  same, no electrons: 0.98 um
ratio of u^2, hot/cold: 1.960
ratio of yields, hot/cold: 1.986
ratio of depths, cold/hot: 2.302
depth, hot fluctuations only: 0.84 um
depth, hot mean potential only: 2.24 um
rms energy change in 0.8 um, rigid: 0.023 eV
rms energy change in 0.8 um, 300 K: 219.47 eV
depth for lost fraction: 3.0 um
lost, diffusion, 300 K: 0.799
lost, diffusion, 600 K: 0.936
lost, atoms, mixed, 300 K: 0.777 +- 0.017
lost, atoms, mixed, 600 K: 0.915 +- 0.011
lost, atoms, unmixed, 300 K: 0.800 +- 0.023
lost, atoms, unmixed, 600 K: 0.920 +- 0.016
\end{verbatim}
